# Silicon's saturated electron velocity from field heating and optical-phonon emission

## Problem

A silicon n-channel is 100 nm long and has 1 V along it, so that the average field is $F=0.1$ MV/cm. The lattice is at 300 K. Electrons lose energy mainly by emitting optical phonons of energy $\hbar\omega\approx60$ meV.

(a) Balance the momentum and energy that the field supplies against those removed by phonons, and estimate the drift velocity at high field.

(b) Replace the single typical electron by a distribution of energies. Find the electron temperature, the drift velocity and its high-field limit.

(c) Evaluate the results for this channel, and decide which neglected effects matter.

Take rough silicon masses $m_t=0.19\,m_0$ and $m_l=0.92\,m_0$ for motion across and along the axis of a valley, and a rough mean free path of 15 nm for optical scattering.

## Assumptions and conventions

The field is uniform and steady, and the electron gas is non-degenerate. The symbol $e$ is positive, and velocities are counted along the force $eF$. Energy $E$ is measured from the band edge. The bands are parabolic at first, with one mass $m$; the six valleys are restored in part (c).

An optical phonon scatters an electron into all directions with equal weight, at a rate proportional to the density of final states $g(E)\propto\sqrt E$. With a coupling constant $C$, an electron of energy $E$ has the rates

$$
W_{\rm em}=(N+1)\,C\,g(E-\hbar\omega),\qquad
W_{\rm abs}=N\,C\,g(E+\hbar\omega),
$$

where $N=1/(e^{\hbar\omega/kT}-1)$ is the phonon occupation at lattice temperature $T$. Emission is impossible below $E=\hbar\omega$. The calculation is for hot electrons, with typical energies well above $\hbar\omega$.

## Solution

### (a) Two balances for one typical electron

For $E\gg\hbar\omega$ both densities of states are close to $g(E)$. Write $R=Cg(E)$, the rate of spontaneous emission. Emission then occurs at the rate $(N+1)R$ and absorption at the rate $NR$.

Both processes randomize the direction of motion, so their rates add in the loss of momentum:

$$
\frac1\tau=(N+1)R+NR=(2N+1)R .
$$

In the energy balance they have opposite signs. The net power given to the lattice is

$$
\hbar\omega\,[(N+1)R-NR]=\hbar\omega R .
$$

In a steady state the force equals the rate of momentum loss, and the power supplied by the field equals the power lost:

$$
eF=mv(2N+1)R,\qquad eFv=\hbar\omega R .
$$

The second equation gives $R=eFv/\hbar\omega$. Inserting this in the first,

$$
eF=mv(2N+1)\frac{eFv}{\hbar\omega}.
$$

The field cancels, and so does the coupling, which entered through $R$. What remains is

$$
v^2=\frac{\hbar\omega}{m(2N+1)} .
$$

The Bose factor can be rewritten with $x=\hbar\omega/kT$:

$$
2N+1=\frac{2}{e^x-1}+1=\frac{e^x+1}{e^x-1}=\coth\frac x2 .
$$

Hence

$$
v=\sqrt{\frac{\hbar\omega}{m}\tanh\frac{\hbar\omega}{2kT}} .
$$

A stronger field heats the electrons, and hotter electrons have more final states and scatter more often. In these balances $R$ grows in proportion to $F$, which leaves the drift velocity unchanged.

### (b) A distribution of energies

**The field term.** Let $\theta$ be the angle between an electron's velocity and the force. When scattering keeps the distribution nearly isotropic, it can be written as

$$
f=f_0(E)+f_1(E)\cos\theta,\qquad |f_1|\ll f_0 .
$$

The force shifts the distribution along $p_z$, and so changes it at the rate $-eF\,\partial f_0/\partial p_z=-eFv\,f_0'\cos\theta$, since $\partial E/\partial p_z=v\cos\theta$. Scattering removes the directed part at the rate $f_1\cos\theta/\tau$. The steady state therefore requires

$$
f_1=-eFv\tau f_0' .
$$

This is positive when $f_0$ falls with energy, as it should be for drift along the force.

An electron gains energy at the rate $eFv\cos\theta$. Averaging this over angle with $f$, and using $\langle\cos^2\theta\rangle=1/3$, gives the upward flux of electrons along the energy axis:

$$
J_F=\frac{g\,eFv f_1}{3}=-\frac{g(eF)^2v^2\tau}{3}f_0' .
$$

**The phonon term.** An emission carries an electron down through the energy $E$ if it starts at some $E'$ between $E$ and $E+\hbar\omega$. Absorption makes the reverse passage, from $E'-\hbar\omega$ to $E'$. The net downward flux is

$$
J_{ph}=C\int_E^{E+\hbar\omega}\!g(E')g(E'-\hbar\omega)
\left[(N+1)f_0(E')-Nf_0(E'-\hbar\omega)\right]dE' .
$$

When $\hbar\omega$ is small on the scale over which $f_0$ changes, expand about the midpoint of each transition. The upper value is $f_0+\tfrac12\hbar\omega f_0'$ and the lower one is $f_0-\tfrac12\hbar\omega f_0'$. The bracket becomes

$$
(N+1-N)f_0+\frac{\hbar\omega}{2}(N+1+N)f_0'
=f_0+\left(N+\tfrac12\right)\hbar\omega f_0' .
$$

The midpoints lie symmetrically about $E$, so linear variations across the integration range cancel. The range has length $\hbar\omega$, and to this order

$$
J_{ph}=Cg^2\hbar\omega\left[f_0+\left(N+\tfrac12\right)\hbar\omega f_0'\right].
$$

**The electron temperature.** Define the mean free path $l=v\tau$. Both $v$ and $1/\tau=(2N+1)Cg$ are proportional to $\sqrt E$, so $l$ does not depend on energy. It also follows that $Cg=v/[(2N+1)l]$.

In a steady state no net flux crosses any energy, so $J_F=J_{ph}$. Dividing by $g$ and inserting $l$ gives

$$
-\frac{(eF)^2vl}{3}f_0'
=\frac{v\hbar\omega}{(2N+1)l}
\left[f_0+\left(N+\tfrac12\right)\hbar\omega f_0'\right].
$$

Cancel $v$, multiply by $(2N+1)l/\hbar\omega$, and collect the terms in $f_0'$:

$$
f_0=-kT_e f_0',\qquad
kT_e=(2N+1)\left[\frac{(eFl)^2}{3\hbar\omega}+\frac{\hbar\omega}{2}\right].
$$

The solution is a Maxwellian, $f_0\propto e^{-E/kT_e}$. The first term in $kT_e$ is field heating. The second comes from the randomness of discrete emissions and absorptions. At $F=0$ the formula gives $\tfrac12\hbar\omega\coth(\hbar\omega/2kT)$, which exceeds $kT$ and approaches it when $kT\gg\hbar\omega$. The excess is an error of the small-quantum expansion, so the formula should not be used for weakly heated electrons.

**The drift velocity.** The average of $v\cos\theta$ is

$$
v_d=\frac{\int g v f_1\,dE}{3\int g f_0\,dE}
=\frac{eFl}{3kT_e}\langle v\rangle ,
$$

because $v f_1=-eF\,v\,l f_0'=eF\,v\,l f_0/kT_e$. The mean speed follows from $g\propto\sqrt E$ and $v=\sqrt{2E/m}$:

$$
\langle v\rangle=\sqrt{\frac2m}\,
\frac{\int_0^\infty E e^{-E/kT_e}dE}{\int_0^\infty\sqrt E\,e^{-E/kT_e}dE}
=\sqrt{\frac2m}\,\frac{(kT_e)^2}{\frac{\sqrt\pi}{2}(kT_e)^{3/2}}
=\sqrt{\frac{8kT_e}{\pi m}} .
$$

Therefore

$$
v_d=\frac{eFl}{3}\sqrt{\frac{8}{\pi m kT_e}} .
$$

**High-field limit.** For $eFl\gg\hbar\omega$ the heating term dominates $kT_e$. Squaring $v_d$ and inserting that term,

$$
v_{sat}^2=\frac{(eFl)^2}{9}\,\frac{8}{\pi m}\,
\frac{3\hbar\omega}{(2N+1)(eFl)^2}
=\frac{8\hbar\omega}{3\pi m(2N+1)} .
$$

The distribution has multiplied the short estimate by $\sqrt{8/3\pi}=0.921$. Keeping both terms of $kT_e$ gives an estimate of how the limit is approached:

$$
\frac{v_d}{v_{sat}}=
\left[1+\frac32\left(\frac{\hbar\omega}{eFl}\right)^2\right]^{-1/2}.
$$

The coefficient $\tfrac32$ is only rough, because the expansions in phonon energy and in angle dropped other corrections of the same order in $\hbar\omega/eFl$. The limit itself is not affected.

The coupling has dropped out of the limiting velocity, but through $l$ it still sets the field needed to reach it.

**Lattice temperature.** For $kT\ll\hbar\omega$, $N$ vanishes and $v_{sat}\to\sqrt{8\hbar\omega/3\pi m}$. For $kT\gg\hbar\omega$, $2N+1\to2kT/\hbar\omega$ and $v_{sat}$ falls as $T^{-1/2}$. Absorption and stimulated emission then add many collisions, while their energy exchanges cancel.

### (c) The silicon channel

**Which mass?** Take the field along a cubic axis. In a valley whose mass along the field is $m_i$, the average of $v_z^2$ at energy $E$ is $2E/3m_i$. If scattering between valleys is fast enough for all six to share one $f_0$, both the heating and the current contain the average of $1/m_i$. Four valleys present $m_t$ to the field and two present $m_l$, so

$$
\frac3m=\frac2{m_t}+\frac1{m_l},\qquad m=0.258\,m_0 .
$$

**The velocity.** This mass gives $\sqrt{\hbar\omega/m}=2.02\times10^7$ cm/s. At 300 K, $N=0.109$ and $2N+1=1.218$. The short estimate is

$$
v=\frac{2.02\times10^7}{\sqrt{1.218}}
=1.83\times10^7\ \text{cm/s},
$$

and the distribution gives

$$
v_{sat}=0.921\times1.83\times10^7
=1.69\times10^7\ \text{cm/s},
$$

or 0.077 atomic units. The order of magnitude is $10^7$ cm/s.

**Is this channel saturated?** The energy gained along one free path is $eFl=0.15$ eV, so

$$
kT_e=1.218\left[\frac{0.15^2}{3(0.06)}+0.03\right]\text{eV}
=0.189\ \text{eV}.
$$

For this path the electrons are near 2200 K in a 300 K lattice. The heating term grows as $l^2$, and the rough value of $l$ may be wrong by a factor of two or more. This temperature, and the electron energies and tails given below, are therefore illustrations for $l=15$ nm; the limit $v_{sat}$ does not depend on $l$. The approach formula gives $v_d/v_{sat}=[1+1.5(0.4)^2]^{-1/2}=0.90$, hence $v_d=1.52\times10^7$ cm/s. The ratio $v_d/\langle v\rangle=eFl/3kT_e=0.26$ shows that the motion is mostly random. The angular expansion is still strained, because it needs $f_1/f_0=eFl/kT_e$ to be small and this ratio is 0.79.

The expansion in the phonon energy is also only moderately good, because $\hbar\omega/kT_e=0.32$. A Monte Carlo simulation that follows free flights and individual phonon events avoids both expansions. It gives $1.56\times10^7$ cm/s, about 3% above the formula. At four times the field it gives 0.99 of $v_{sat}$, both at 300 K and with the lattice at 500 K. With six anisotropic valleys at that field and 300 K, the ratio is 0.995.

**Acoustic scattering.** Treat it as elastic, with a rate $r$ times the total optical rate. It relaxes momentum but removes no energy. The momentum balance acquires a factor $1+r$ and the energy balance does not change, so $v_{sat}$ is divided by $\sqrt{1+r}$. For $r=1$ at the highest field, the simulation gives 0.988 of this prediction. A rough acoustic deformation potential of 9 eV, with a density of about 2.3 g/cm$^3$ and a sound speed of about 9 km/s, gives $r\approx0.14$ at 300 K.

**Nonparabolicity.** A better band at these energies is $E(1+\alpha E)=p^2/2m$, with $\alpha\approx0.5$ eV$^{-1}$. Differentiation gives $(1+2\alpha E)\,dE=p\,dp/m$, and therefore

$$
v=\frac{dE}{dp}=\frac{p}{m(1+2\alpha E)} .
$$

The momentum at a given velocity is larger by the factor $1+2\alpha E$. Putting this into the momentum balance of part (a) gives

$$
v^2=\frac{\hbar\omega}{m(1+2\alpha E)(2N+1)} .
$$

In these simple balances the velocity now falls slowly as the electrons heat, and only a parabolic band gives a flat plateau. The density of states also rises faster than $\sqrt E$, which increases scattering and limits the heating.

The table gives simulated drift velocities at 300 K. The optical coupling is held fixed at the value that gives a 15 nm path in the parabolic band. In the rows with six valleys, every collision puts the electron in any of the six with equal chance. This mixes the valleys more strongly than silicon does, where acoustic scattering keeps an electron in its valley and optical scattering often keeps it on the same axis.

| Model | Field (MV/cm) | Drift ($10^7$ cm/s) |
|---|---:|---:|
| Parabolic, one mass | 0.1 | 1.56 |
| Same | 0.2 | 1.65 |
| Same | 0.4 | 1.67 |
| Six anisotropic valleys | 0.1 | 1.50 |
| Nonparabolic, one mass | 0.1 | 1.29 |
| Acoustic scattering added | 0.1 | 1.44 |
| All three changes | 0.1 | 1.13 |

The first three rows show saturation: doubling the field from 0.2 to 0.4 MV/cm raises the velocity by only 1 to 2%. The 0.2 and 0.4 MV/cm rows test the model's limit and do not describe a usable silicon channel. Already at 0.2 MV/cm the formula gives $kT_e\approx0.65$ eV, which puts about a third of the electrons above the gap energy, and impact ionization and breakdown are left out. Of the three changes made singly, nonparabolicity is the largest. Together they lower the drift by 28% relative to the first row, and the mean electron energy falls from 0.305 to 0.16 eV.

**Comparison with real silicon.** The saturated velocity in bulk silicon at room temperature is roughly $1\times10^7$ cm/s. The parabolic estimate is therefore high by about 70%, while the simulation with all three changes comes close. That closeness should not be read as a precise prediction, because the path length, nonparabolicity and acoustic coupling are rough, and the full band structure and separate phonon branches are absent. In a channel, surface roughness adds further scattering that is also left out. The parabolic band is the assumption tested here whose failure moves the number most, from 1.56 to $1.29\times10^7$ cm/s.

**Limits set by the device.** The following sizes show where the uniform, non-degenerate model is strained.

- *Short channels.* The field does work equal to one phonon energy over $\hbar\omega/eF=6$ nm of drift. It does work equal to the mean energy of the fullest simulation over 16 nm. The 100 nm channel is several times longer than that. The parabolic model needs about 30 nm for the work equal to its mean energy of 0.305 eV, and losses on the way lengthen the approach, so its steady temperature is not fully reached in this channel. In a channel of a few tens of nanometres electrons need not reach the steady distribution, and their velocity can overshoot it. A real field also rises towards the drain, so a local steady velocity is doubtful there even at 100 nm.

- *Operating temperature.* At 400 K the formula gives $v_{sat}=1.56\times10^7$ cm/s, about 8% below its 300 K value.

- *Surface valleys.* Confinement on the usual (100) surface favours two valleys with mass $m_t$ along the channel. If all electrons stayed in them and kept the three-dimensional $g\propto\sqrt E$, with the phonon model otherwise unchanged, $v_{sat}$ would be $1.97\times10^7$ cm/s. This shows only the effect of the mass. Within a single subband $g$ is constant, so $\tau$ does not fall as electrons heat above $\hbar\omega$, and the saturation derived here does not set in until higher subbands open. Hot electrons can also reach the other valleys.

- *Degeneracy.* Put an inversion density of $5\times10^{12}$ cm$^{-2}$ into one subband of those two valleys. The occupation at its bottom is 0.70 for a 300 K gas and 0.15 at $kT_e=0.189$ eV. Degeneracy is thus important for cold electrons near the source and modest for the heated gas.

- *Breakdown and injection.* In the parabolic Maxwellian, just under 1% of electrons lie above the gap energy of about 1.1 eV and about $3\times10^{-7}$ lie above a 3.1 eV oxide barrier. These are populations, not ionization or injection rates. They belong to a field of unlimited length: in this channel the field gives an electron at most 1 eV, so energies above the gap need net phonon absorption and are much rarer than the Maxwellian says, and 3.1 eV is out of reach of field heating. They rest on a parabolic band far outside its range, and the lower mean energy of the fuller model suggests smaller tails.

- *Tunnelling.* For a triangular barrier as high as the gap, with mass $m_t$, the band-to-band tunnelling exponent is about 350 at 0.1 MV/cm. This one-band barrier overstates the exponent, because in a real gap the decay constant falls to zero at both band edges. Even a third of the value would leave tunnelling negligible in this average field; the stronger field at a drain junction needs its own estimate.

The numerical output below lists the main inputs and results.

## Calculated quantities

```
Phonon energy: 60 meV
Lattice temperature: 300 K
Transverse mass: 0.19 m0
Longitudinal mass: 0.92 m0
Conductivity mass: 0.258 m0
Channel length: 100 nm
Voltage along channel: 1 V
Field: 0.1 MV/cm
Optical mean free path (rough): 15 nm
Phonon occupation N: 0.109
2N+1: 1.218
sqrt(hw/m): 2.02e+07 cm/s
Short balance estimate: 1.83e+07 cm/s
Distribution factor sqrt(8/(3 pi)): 0.921
Saturated velocity, main result: 1.69e+07 cm/s
Main result in atomic units: 0.0771 a.u.
Same formula with free mass: 8.58e+06 cm/s
Energy gained per free path eFl: 0.15 eV
Electron kTe at example field: 0.189 eV
Electron temperature: 2.19e+03 K
hw/kTe: 0.318
Derived drift at example field: 1.52e+07 cm/s
Distance per net phonon: 6 nm
Time per net phonon at v_sat: 35.6 fs
Simulation, example field: 1.56e+07 cm/s
Simulation, twice the field: 1.65e+07 cm/s
Simulation, four times the field: 1.67e+07 cm/s
High-field simulation / v_sat formula: 0.99
500 K simulation / formula: 0.99
Six-valley simulation / formula: 0.995
Equal elastic rate, simulation / formula: 0.988
Nonparabolicity (rough): 0.5 1/eV
Acoustic deformation potential (rough): 9 eV
Acoustic/optical rate ratio: 0.135
Example with anisotropic valleys: 1.5e+07 cm/s
Example with nonparabolic band: 1.29e+07 cm/s
Example with acoustic scattering: 1.44e+07 cm/s
Example with all three: 1.13e+07 cm/s
Mean energy, simple simulation: 0.305 eV
Mean energy, all three: 0.16 eV
Heating distance, all three: 16 nm
Saturated velocity at 400 K: 1.56e+07 cm/s
v_sat with transverse mass only: 1.97e+07 cm/s
Inversion density: 5e+12 1/cm2
Bottom occupation, hot gas: 0.154
Bottom occupation, 300 K gas: 0.704
Band gap (rough): 1.12 eV
Maxwellian fraction above gap: 0.00785
Oxide barrier (rough): 3.1 eV
Maxwellian fraction above oxide barrier: 3.47e-07
Band-to-band tunnelling exponent: 353
```
